\section*{A Piezoresponse Hysteresis Loop Does Not Prove Ferroelectric Switching}

A conducting tip rests on a 10 nm hafnia film. A voltage pulse is applied, the dc voltage returns to zero, and a small ac voltage then makes the tip vibrate. After strong positive pulses the tip moves in phase with the ac voltage; after strong negative pulses it moves in antiphase. Plotted against pulse voltage, the response is a saturating loop with two remanent states.

The belief is that such a loop proves ferroelectric switching. The case for it is reasonable. Reversing a polarization reverses its linear piezoelectric response, and reading at zero dc voltage removes the direct force of the pulse. But a pulse can leave charge behind, and that charge has a field of its own. I shall take a film with no ferroelectricity at all and calculate its loop.

\section{The force left by injected charge}

Let the film have thickness $d$ and relative permittivity $\varepsilon$, and lie on a grounded electrode. A thin interlayer under the tip is treated as a vacuum gap $g$. Injected charge forms a sheet of density $\sigma$ at height $h$ above the electrode. For comparison, allow a uniform polarization $P$, positive downward. Downward fields and upward displacements are positive. Atomic units are used in the algebra, so $4\pi\epsilon_0=1$. Voltages are measured from contact-potential balance, and the contact potential is zero in the example.

Gauss's law relates the gap field $E_g$ to the film fields above and below the sheet:
\begin{align}
\varepsilon E_u+4\pi P&=E_g, &
\varepsilon E_l+4\pi P&=E_g+4\pi\sigma .
\end{align}
The potential drops add up to the tip voltage $V$:
\begin{align}
V&=gE_g+(d-h)E_u+hE_l\nonumber\\
&=\left(g+\frac d\varepsilon\right)E_g+\frac{4\pi\sigma h}{\varepsilon}-\frac{4\pi Pd}{\varepsilon}.
\end{align}
Therefore
\begin{equation}
E_g=\frac{V-V_s}{s},\qquad s=g+\frac d\varepsilon,\qquad
V_s=\frac{4\pi(\sigma h-Pd)}{\varepsilon}.
\end{equation}
A positive pulse that injects positive charge makes $V_s$ positive. The unscreened bound charge of a downward polarization has the opposite effect. From here on, $P=0$.

The field pulls the tip down with pressure $E_g^2/8\pi$. Take a parabolic apex of radius $R$, flattened over a contact disc of radius $a$. Outside the disc the gap widens by $\zeta=(r^2-a^2)/2R$, so $r\,dr=R\,d\zeta$. If the layer formula holds locally and the charge covers the region that matters,
\begin{align}
F&=-\frac{(V-V_s)^2}{8\pi}\left[\frac{\pi a^2}{s^2}
+2\pi R\int_0^\infty\frac{d\zeta}{(s+\zeta)^2}\right]\nonumber\\
&=-\frac{\Gamma}{2}(V-V_s)^2,\qquad
\Gamma=\frac{R}{2s}\left(1+\frac{a^2}{2Rs}\right).
\end{align}
For a read voltage $V=V_r+V_{\rm ac}\cos\omega t$, the cross term of the square gives the first harmonic
\begin{equation}
F_1=\Gamma(V_s-V_r)V_{\rm ac}.
\end{equation}
At $V_r=0$ its sign is the sign of the stored charge.

The contact turns this force into motion. Hertz's law for load $F_0$, reduced modulus $E^*$ and indentation $\delta$ is $F_0=\frac43E^*\sqrt R\,\delta^{3/2}$. Differentiation gives $k_*=2E^*\sqrt{R\delta}$, and eliminating $\delta$ gives
\begin{equation}
k_*=(6E^{*2}RF_0)^{1/3},\qquad a=\sqrt{R\delta}.
\end{equation}
Below the contact resonance, the contact and the lever, of stiffness $k_\ell$, resist the force together. The upward motion per volt of ac drive is
\begin{equation}
A=D+\kappa(V_s-V_r),\qquad \kappa=\frac{\Gamma}{k_*+k_\ell},
\label{eq:response}
\end{equation}
where $D$ is any piezoelectric part. The formula is linear in the ac amplitude and neglects the small change of $k_*$ caused by the electrostatic force. It also counts the whole electrostatic force as a load on the contact, which is too much. Attraction between surfaces already touching through a stiff interlayer is balanced where it acts and does not indent them. Attraction at a radius $r>a$ counts only by the fraction $1-(2/\pi)\arcsin(a/r)$, by which the gap there closes when the tip approaches. This lowers $\kappa$ but keeps its sign.

Equation (\ref{eq:response}) already shows the ambiguity. Replace $D$ by $D+\kappa x$ and $V_s$ by $V_s-x$: $A$ is unchanged at every read voltage. At one load, these data cannot separate piezoelectricity from stored charge.

\section{Why charge makes a saturating loop}

It remains to show that charge can produce the loop's shape. Charge passes between tip and sheet, driven by the gap field and hence by $V-V_s$. I treat the charged spot as uniform and of fixed size, and adopt the phenomenological law
\begin{equation}
\frac{dV_s}{dt}=\frac{V_0}{\tau}\sinh\frac{V-V_s}{V_0},
\end{equation}
with a blocking bottom electrode. It is slow at small overvoltage and exponentially fast at large overvoltage. For constant $V$, put $u=V-V_s$. Then
\begin{equation}
\frac{d}{dt}\ln\tanh\frac{|u|}{2V_0}
=\frac{1}{V_0\sinh(u/V_0)}\frac{du}{dt}=-\frac1\tau ,
\end{equation}
and so
\begin{equation}
\tanh\frac{u(t)}{2V_0}=e^{-t/\tau}\tanh\frac{u(0)}{2V_0}.
\end{equation}
However large the initial overvoltage, after time $t$ its magnitude is below
\begin{equation}
u_*(t)=2V_0\,\mathrm{artanh}\,e^{-t/\tau}
=V_0\ln\coth\frac{t}{2\tau}
\simeq V_0\ln\frac{2\tau}{t}\quad(t\ll\tau).
\end{equation}

This acts almost as a threshold. Let $m$ be the smaller of $|u(0)|$ and $u_*$. Since
\begin{equation}
\tanh\frac{|u(t)|}{2V_0}=\tanh\frac{u_*}{2V_0}\tanh\frac{|u(0)|}{2V_0},
\end{equation}
and each factor is below one, $|u(t)|<m$. The product is also at least $\tanh^2(m/2V_0)$. With $x=e^{m/V_0}$, the identity
\begin{equation}
(x+2)(x-1)^2-(x-2)(x+1)^2=4>0
\end{equation}
gives
\begin{equation}
\tanh^2\frac{m}{2V_0}=\left(\frac{x-1}{x+1}\right)^2>\frac{x-2}{x+2}
=\tanh\frac{m-V_0\ln2}{2V_0}.
\end{equation}
Thus $m-V_0\ln2<|u(t)|<m$. An overvoltage below the threshold nearly survives; a larger one is cut down to about $u_*$.

The same rule governs writing and reading. A pulse of length $t_p$ and voltage $-V_c$ erases a saturated positive state when $V_s$ ends at zero, which means that the remaining overvoltage is $V_c$. Hence $V_c\simeq u_*(t_p)$, provided the initial $V_s$ is several $V_0$. This is a coercive voltage without a ferroelectric.

During reading at $V_r=0$, the ac voltage speeds release. If $V_s$ changes by much less than $V_0$ in one cycle, averaging gives
\begin{equation}
\left\langle\sinh\frac{V_{\rm ac}\cos\theta-V_s}{V_0}\right\rangle
=-I_0\!\left(\frac{V_{\rm ac}}{V_0}\right)\sinh\frac{V_s}{V_0}.
\end{equation}
The other term of the expanded sinh averages to zero, and the average of $\cosh[(V_{\rm ac}/V_0)\cos\theta]$ is the modified Bessel function $I_0$. A read of length $t_r$ therefore acts like an ac-free wait of length $I_0t_r$. Strong pulses all leave nearly the same remanent value,
\begin{equation}
|V_s|\simeq u_*(I_0t_r),
\end{equation}
so the loop saturates, provided the charged spot keeps its size and discharges as a whole during the read.

Its sense is familiar too. A positive pulse leaves $V_s>0$ and an in-phase response. In a ferroelectric with a positive longitudinal piezoelectric coefficient, a positive pulse turns $P$ downward, parallel to the field of positive tip voltage, and the film also expands in phase. With a negative coefficient the ferroelectric loop runs the other way.

\section{The size of the loop}

Take $d=10$ nm, $h=8$ nm, $g=0.5$ nm and $\varepsilon=20$, so $s=0.5+10/20=1$ nm. The tip has $R=50$ nm, the load is 100 nN, $E^*=100$ GPa and $k_\ell=3$ N/m. These give $k_*=669$ N/m and $a=3.35$ nm. Restoring $4\pi\epsilon_0=0.1113$ nN/V$^2$,
\begin{align}
\Gamma&=0.1113\,\frac{50}{2}\left(1+\frac{3.35^2}{100}\right)=3.09\ \mathrm{nN/V^2},\\
\kappa&=\frac{3.09\ \mathrm{nN/V^2}}{672\ \mathrm{N/m}}=4.6\ \mathrm{pm/V^2}.
\end{align}

For charge exchange, choose $V_0=0.12$ V, $\tau=1000$ s, $t_p=0.01$ s, $t_r=0.1$ s and $V_{\rm ac}=0.5$ V. The pulse threshold is $0.12\ln(2\times10^5)=1.46$ V. With $I_0=13.1$, the read threshold is $0.12\ln(2000/1.31)=0.88$ V. With the whole force counted as a load, pulses of $\pm3$ V then leave
\begin{equation}
A=\pm4.6\times0.88=\pm4.0\ \mathrm{pm/V},\qquad D=0.
\end{equation}

On the branch from $+3$ to $-3$ V, the response is 2.7 pm/V after the 0 V step, $-0.2$ after $-1.5$ V and $-2.5$ after $-2$ V. The returning branch gives $-2.7$ pm/V at 0 V. The branches droop because reads accumulate: after $N$ reads without recharging, $V_s$ lies about $V_0\ln N$ below its value after the first. Lengthening the pulse tenfold lowers the coercive voltage from 1.46 to 1.19 V, a shift of $V_0\ln10$.

The charge persists as well. After a 3 V pulse, with the tip at 0 V and the ac voltage off, $V_s$ is 1.18 V at 0.1 s, 0.64 V at 10 s and 0.09 V at 1000 s. The numerical output lists these values; its electrostatic signals count the whole force as a load on the contact.

The local force formula needs a check, since the film is not thin compared with the electrically active width of the tip. A finite-element solution for the same flattened parabola, with charge out to a radius of 30 nm, gives $\Gamma=3.7$ nN/V$^2$, 19\% above the local value. For stored charge the force coefficient is 3.2 nN/V$^2$, and the saturated signal becomes 4.2 pm/V if the whole force loads the contact. Weighting the force by the closing fraction of the gap reduces this to about 2.5 pm/V. The full Hertz contact shape would raise the local $\Gamma$ by a further 6\%.

The charged area matters as much, and here it is assumed. The gap field weakens away from the contact. If the exchange law is applied ring by ring with the local gap field, pulses of $\pm3$ V charge the film only out to about 10 nm, and the signal, weighted by the closing fraction, is about 1 pm/V with the local force formula and 0.7 pm/V with the finite-element fields. The loop then does not saturate in this voltage range: stronger pulses charge a wider area, and the signal nearly doubles between 3 and 4 V. Saturation requires something else, such as the extent of the traps, to limit the charged area. Nor can this law alone fill a 30 nm spot in practice. A 0.01 s pulse would need about 17 V, far beyond breakdown of the film, and a 3 V pulse would have to last about half an hour. The 30 nm spot therefore assumes charge that spreads sideways during the pulse. A fixed size is not enough for saturation either. If the charge fills the spot and then stays in place, the read releases it only near the contact, and the weighted finite-element signal grows from about 4 pm/V after 3 V pulses to 6 pm/V after 4 V pulses. The saturating loop calculated above needs traps that end at the edge of the spot and charge mobile enough to keep the spot uniform during the read as well as the pulse.

\section{Tests that help, and their limits}

One might vary the read voltage and look for the slope $-\kappa$. The lever spoils this. Let it have length $L$, width $w$ and height $H$ above the sample. Its distributed attraction has coefficient $\Gamma_\ell=Lw/4\pi H^2$. For a uniform downward load $q$ on a beam of bending rigidity $B$, clamped at $x=0$ and pinned at $x=L$, the deflection is
\begin{equation}
By=-\frac{qx^4}{24}+\frac{5qLx^3}{48}-\frac{qL^2x^2}{16},
\end{equation}
which satisfies $y(L)=y''(L)=0$. The end slope is $qL^3/48B$. An optical detector calibrated on an end-loaded lever reads slope times $2L/3$. With $k_\ell=3B/L^3$, the apparent upward motion is $qL/24k_\ell$. For $L=225$, $w=35$ and $H=12\ \mu$m this adds $+6.7$ pm/V$^2$ times $V_r$, enough to reverse the slope if the lever is parallel to the sample. Real levers are tilted. At $11^\circ$, with 12 $\mu$m height at the free end, the term falls to about 1.5 pm/V$^2$, or about 2 with fringe fields, which reduces the slope without reversing it. The lever term cancels in the difference between two written states at the same $V_r$, but so does the term $-\kappa V_r$ that was sought.

One might instead raise the load, since $D$ hardly changes while a stiffer contact reduces the charge signal. But the charge signal is not exactly proportional to $1/k_*$. As the contact grows, less of the attraction around it acts to indent it. With this effect and the full Hertz shape included, and $V_s$ held fixed, the local signal falls from 2.9 pm/V at 100 nN to 1.7 pm/V at 400 nN. Extrapolating linearly in $1/k_*$ to infinite stiffness leaves $-0.4$ pm/V, although $D=0$. Counting the whole force as a load would have given $+1.5$ pm/V with the Hertz shape and $+1.1$ pm/V with the flat disc, so the intercept depends on the contact model. A small nonzero intercept is not proof of piezoelectricity.

Heating also helps without deciding. If $\tau$ has an assumed activation energy of 1 eV and $V_0$ stays fixed, going from 300 to 358 K cuts $\tau$ to 1.9 s and the saturated $V_s$ to 0.13 V. Deeper traps would hold their charge longer.

\section{How close this is to a real film}

The thickness, permittivity and pulse voltages are in the rough range of hafnia memory films, whose piezoelectric response is roughly a few pm/V. The charge signal found here, roughly 1 to 2.5 pm/V depending on the charged area, is large enough to matter. The exchange parameters are chosen, not measured, and they set the loop's width and lifetime. The stored density is 1.9 $\mu$C/cm$^2$, about 340 elementary charges in the spot. A rough hafnia polarization of 15 $\mu$C/cm$^2$, if wholly unscreened, would shift $V_s$ by $-8.5$ V, so even a small unscreened fraction in a real ferroelectric can alter the signal strongly.

The film field below the sheet reaches 2.7 MV/cm at the end of a 3 V pulse, not far below the rough breakdown range of several MV/cm. If the pulse reverses a saturated negative state, the gap field starts at 39 MV/cm and ends at 15 MV/cm. Tunnelling is plausible there, but the sinh law is not a calculated tunnelling rate. Persistence through a read also requires leakage well below $2\times10^{-5}$ A/cm$^2$ and, if the traps extend beyond the spot, a lateral mobility well below $4\times10^{-11}$ cm$^2$/Vs. The first limit is the stored density divided by $t_r$. The second comes from repulsion within the charge. With the tip at 0 V the sheet under the contact is at the potential $\phi_s=V_s(1-h/\varepsilon s)=0.53$ V, and the charge spreads over roughly $\sqrt{4\mu\phi_st_r}$, where $\mu$ is the mobility; the limit is the mobility at which this equals the 30 nm spot radius. Thermal diffusion alone, with $k_BT/e=0.026$ V in place of $\phi_s$, would give the much weaker limit of $9\times10^{-10}$ cm$^2$/Vs listed in the numerical output. A leakier film would lose the loop.

Strain inside the film is a smaller correction. If strain is $ME^2$, the linear motion at $V=0$ is $2M/(\varepsilon s)$ times the film's potential drop $gV_s/s$. An assumed electrostriction coefficient of 0.05 m$^4$/C$^2$ gives 0.06 pm/V; Maxwell stress with a Young modulus of 200 GPa gives $-0.02$ pm/V.

The loop is thus evidence of a remanent electromechanical state, and ferroelectric switching is one possible cause. Identifying it takes evidence that stored charge does not supply equally well: a polar crystal structure, and a switching charge measured on a capacitor of known area, with leakage and trapping accounted for, that matches the expected polarization.

\section*{Computed values}
\begin{verbatim}
film d, sheet h, gap g: 10, 8, 0.5 nm
permittivity 20; tip radius 50 nm; spot 30 nm
load 100 nN; E* 100 GPa; lever k 3 N/m
V0 0.12 V; tau 1000 s; ac amplitude 0.5 V
pulse 0.01 s; read 0.1 s; maximum 3 V
4 pi eps0: 0.1113 nN/V^2
effective gap s: 1 nm
contact stiffness: 669.4 N/m
indentation: 0.2241 nm
contact radius: 3.347 nm
local Gamma: 3.093 nN/V^2
local kappa: 4.6 pm/V^2
full Hertz shape / flat-disc Gamma: 1.06
wide-tip FEM / local Gamma: 1.001
wide-tip FEM / local charge coefficient: 1.001
actual-tip FEM Gamma: 3.682 nN/V^2
actual-tip FEM charge coefficient: 3.176 nN/V^2
ac release factor I0: 13.06
pulse residual u*: 1.465 V
read residual u*: 0.8801 V
down branch 3 V: V_s 0.880 V, local A 4.05 pm/V
down branch 0 V: V_s 0.597 V, local A 2.75 pm/V
down branch -1 V: V_s 0.408 V, local A 1.88 pm/V
down branch -1.5 V: V_s -0.052 V, local A -0.24 pm/V
down branch -2 V: V_s -0.544 V, local A -2.50 pm/V
down branch -3 V: V_s -0.880 V, local A -4.05 pm/V
up branch 0 V: V_s -0.597 V, local A -2.75 pm/V
coercive voltage, 0.01 s pulse: 1.465 V
coercive voltage, 0.1 s pulse: 1.188 V
V_s after 0.1 s at 0 V, ac off: 1.182 V
V_s after 10 s at 0 V, ac off: 0.6357 V
V_s after 1000 s at 0 V, ac off: 0.09263 V
saturated local signal: 4.046 pm/V
saturated FEM signal: 4.155 pm/V
remanent sheet charge: 1.947 uC/cm^2
electrons in charged spot: 343.6
offset of 15 uC/cm^2 unscreened downward polarization: -8.471 V
local signal at 400 nN: 2.944 pm/V
false piezo intercept from two loads: 1.068 pm/V
assumed electrostriction Q 0.05 m^4/C^2; Young modulus 200 GPa
film electrostriction signal: 0.06223 pm/V
film Maxwell-stress signal: -0.01947 pm/V
lever length, width, height: 225, 35, 12 um
lever background coefficient: 6.725 pm/V^2
lower-film field at pulse end: 2.651 MV/cm
gap field at pulse end: 14.65 MV/cm
gap field at pulse start: 38.8 MV/cm
leakage must be well below: 1.947e-05 A/cm^2
lateral mobility must be well below: 8.703e-10 cm^2/Vs
assumed release activation 1 eV; 300 to 358 K
tau at 358 K: 1.898 s
saturated V_s at 358 K: 0.1327 V
\end{verbatim}
